# Matsubara sum for the finite-temperature GW self-energy: a program that tests the result

```python
"""Finite-temperature GW self-energy from the Matsubara sum Sigma = -G W.

Result under test, for one intermediate electron level and one boson mode:
  Sigma_c(z) = g^2 [ (1 + nB - f)/(z - level - boson)
                   + (nB + f)/(z - level + boson) ],   Sigma_x = -v f.
level: electron energy from the chemical potential; boson: mode energy;
g: coupling; v: bare exchange integral; f, nB: Fermi and Bose factors;
beta = 1/kT. The screened part is W_c(z) = 2 g^2 boson/(z^2 - boson^2).
A damped mode has W_c(i nu) = -2 g^2 boson/(nu^2 + boson^2 + gamma |nu|).
All energies are in eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

K_B = constants.k / constants.e
HARTREE = constants.physical_constants["Hartree energy in eV"][0]


def fermi(x):
    return 1.0 / (np.exp(x) + 1.0)


def bose(x):
    return 1.0 / np.expm1(np.minimum(x, 600.0))


def sigma_formula(z, level, boson, g, beta):
    f, nb = fermi(beta * level), bose(beta * boson)
    return g**2 * ((1 + nb - f) / (z - level - boson)
                   + (nb + f) / (z - level + boson))


def matsubara_sum(w_imag, level, n, beta, cutoff=20000):
    """Explicit sum -(1/beta) sum_m W_c(i nu_m) G(i omega_n - i nu_m)."""
    nu = 2 * np.pi * np.arange(-cutoff, cutoff + 1) / beta
    omega = (2 * n + 1) * np.pi / beta
    return -np.sum(w_imag(nu) / (1j * (omega - nu) - level)) / beta


def integrate(func, edges):
    """Integral of a complex function over consecutive intervals."""
    total = 0j
    for a, b in zip(edges[:-1], edges[1:]):
        for part, unit in ((np.real, 1.0), (np.imag, 1j)):
            total += unit * quad(lambda x: float(part(func(x))), a, b,
                                 epsabs=1e-11, epsrel=1e-9, limit=300)[0]
    return total


def exact_self_energy(z, first, level, boson, g, beta, size=40):
    """Exact Sigma_11 of two electron levels coupled by g(c1+c2 + h.c.)(b + b+)."""
    a = np.array([[0.0, 1.0], [0.0, 0.0]])
    c1 = np.kron(a, np.eye(2))
    c2 = np.kron(np.diag([1.0, -1.0]), a)
    b = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    hop = c1.T @ c2
    ham = (np.kron(first * c1.T @ c1 + level * c2.T @ c2, np.eye(size))
           + boson * np.kron(np.eye(4), b.T @ b)
           + g * np.kron(hop + hop.T, b + b.T))
    energy, vec = np.linalg.eigh(ham)
    energy = energy - energy.min()
    weight = np.exp(-beta * energy)
    amp = vec.T @ np.kron(c1, np.eye(size)) @ vec
    gap = energy[None, :] - energy[:, None]
    green = np.sum(amp**2 * (weight[:, None] + weight[None, :])
                   / (z - gap)) / weight.sum()
    return z - first - 1.0 / green


# Model parameters
temp, level, boson, g, v, gamma = 1500.0, 0.10, 0.25, 0.10, 0.50, 0.10
first = -0.07
kt = K_B * temp
beta = 1.0 / kt
f, nb = fermi(beta * level), bose(beta * boson)
omega0, nu1 = np.pi / beta, 2 * np.pi / beta


def w_sharp(nu):
    return -2 * g**2 * boson / (nu**2 + boson**2)


def w_damped(nu):
    return -2 * g**2 * boson / (nu**2 + boson**2 + gamma * np.abs(nu))


# Explicit Matsubara sums for empty and occupied levels, two temperatures
worst = 0.0
for t_test in (600.0, 1500.0):
    for e_test in (-0.30, 0.02, 0.10):
        for n in (-2, 0, 3):
            bt = 1.0 / (K_B * t_test)
            z = 1j * (2 * n + 1) * np.pi / bt
            diff = abs(matsubara_sum(w_sharp, e_test, n, bt)
                       - sigma_formula(z, e_test, boson, g, bt))
            worst = max(worst, diff)
assert worst < 1e-9
sum_first = matsubara_sum(w_sharp, level, 0, beta)
formula_first = sigma_formula(1j * omega0, level, boson, g, beta)

# Total weight from the high-frequency tail of the explicit sum
n_big = 2000
tail = (1j * (2 * n_big + 1) * np.pi / beta
        * matsubara_sum(w_sharp, level, n_big, beta, 200000))
assert abs(tail / (g**2 * (1 + 2 * nb)) - 1) < 1e-3  # 1/frequency remainder

# Exchange: the convergence factor decides between f and f - 1/2
wn = (2 * np.arange(-200000, 200000) + 1) * np.pi / beta
plain_sum = np.sum(1 / (1j * wn - level)).real / beta
assert abs(plain_sum - (f - 0.5)) < 1e-5  # truncated 1/cutoff tail
tau0 = beta / 50
ordered_sum = np.sum(np.exp(1j * wn * tau0) / (1j * wn - level)).real / beta
assert abs(ordered_sum - f * np.exp(level * tau0)) < 1e-4  # truncated tail

# Thermal boson sums: W(tau), and the four processes from matrix elements
number = np.arange(200)
prob = np.exp(-beta * boson * number)
prob /= prob.sum()


def w_tau(tau):
    return -g**2 * np.sum(prob * ((number + 1) * np.exp(-boson * tau)
                                  + number * np.exp(boson * tau)))


def sigma_tau(tau):
    return (1 - f) * np.exp(-level * tau) * w_tau(tau)


w_back = integrate(lambda t: np.exp(1j * nu1 * t) * w_tau(t), [0, beta])
assert abs(w_back - w_sharp(nu1)) < 1e-9
time_road = integrate(lambda t: np.exp(1j * omega0 * t) * sigma_tau(t),
                      [0, beta])
assert abs(time_road - formula_first) < 1e-9

ladder = np.diag(np.sqrt(np.arange(1.0, 200)), 1)
x2 = (ladder + ladder.T)**2
up = np.sum(prob[:-1] * np.diag(x2, -1))
down = np.sum(prob[1:] * np.diag(x2, 1))
loss_emit, fill_absorb = (1 - f) * up, f * down
loss_absorb, fill_emit = (1 - f) * down, f * up
assert abs(loss_emit + fill_absorb - (1 + nb - f)) < 1e-10
assert abs(loss_absorb + fill_emit - (nb + f)) < 1e-10
ratio_upper, ratio_lower = fill_absorb / loss_emit, fill_emit / loss_absorb
assert abs(ratio_upper - np.exp(-beta * (level + boson))) < 1e-10
assert abs(ratio_lower - np.exp(-beta * (level - boson))) < 1e-9

# Exact diagonalization: order g^2 of the true self-energy
g_small = 0.001
for z in (1j * omega0, 3j * omega0):
    for e_test in (-0.12, level):
        exact = exact_self_energy(z, first, e_test, boson, g_small, beta)
        ref = sigma_formula(z, e_test, boson, g_small, beta)
        assert abs(exact / ref - 1) < 1e-3  # remainder of order g^2
exact_full = exact_self_energy(1j * omega0, first, level, boson, g, beta)


# Continuation made too early: Bose factor of complex argument is kept
def early(z):
    w = 2 * g**2 * boson / ((z - level)**2 - boson**2)
    return (g**2 * (nb / (z - level - boson) + (1 + nb) / (z - level + boson))
            - w / np.expm1(beta * (z - level)))


def residue(func, centre, radius=0.05):
    phase = np.exp(2j * np.pi * np.arange(256) / 256)
    return np.mean(func(centre + radius * phase) * radius * phase)


def proper(z):
    return sigma_formula(z, level, boson, g, beta)


for n in (-1, 0, 4):
    z = 1j * (2 * n + 1) * omega0
    assert abs(early(z) - proper(z)) < 1e-10
res_upper = residue(proper, level + boson).real
res_lower = residue(proper, level - boson).real
assert abs(residue(early, level + boson)) < 1e-10
assert abs(residue(early, level - boson)) < 1e-10
false_res = residue(early, level + 1j * nu1).real
assert abs(false_res + w_sharp(nu1) / beta) < 1e-10
assert abs(residue(proper, level + 1j * nu1)) < 1e-12

# Zero-temperature frequency integral against the cold limit
cold = 1.0 / (K_B * 20.0)
for e_test in (-level, level):
    zero_t = integrate(lambda nu: -w_sharp(nu) / (1j * (0.3 - nu) - e_test)
                       / (2 * np.pi), [-np.inf, -1, 0.3, 1, np.inf])
    assert abs(zero_t - sigma_formula(0.3j, e_test, boson, g, cold)) < 1e-8
    pole = e_test + np.sign(e_test) * boson
    assert abs(zero_t - g**2 / (0.3j - pole)) < 1e-8


# Damped mode: continuous boson spectrum, linear at low energy
def density(w):
    return (2 * g**2 * boson * gamma * w / np.pi
            / ((w**2 - boson**2)**2 + (gamma * w)**2))


def broadening(w, bt):
    x = w - level
    return np.pi * density(x) * (1 + bose(bt * x) - fermi(bt * level))


damped_sum = matsubara_sum(w_damped, level, 0, beta)
z0 = 1j * omega0
damped_formula = integrate(
    lambda w: density(w) * ((1 + bose(beta * w) - f) / (z0 - level - w)
                            + (bose(beta * w) + f) / (z0 - level + w)),
    [0, 0.25, 1, np.inf])
damped_spectral = integrate(
    lambda w: broadening(w, beta) / np.pi / (z0 - w),
    [-np.inf, level - 1, level - 0.25, level, level + 0.25, level + 1, np.inf])
assert abs(damped_sum - damped_formula) < 1e-7
assert abs(damped_sum - damped_spectral) < 1e-7
cool = 1.0 / (K_B * 300.0)
slope = density(1e-6) / 1e-6
for bt in (beta, cool):
    assert abs(broadening(level + 1e-6, bt) / (np.pi * slope / bt) - 1) < 1e-3
    closed = np.pi * density(level) / np.sinh(bt * level)
    assert abs(broadening(0.0, bt) / closed - 1) < 1e-10

sigma_mu = proper(0.0)
sigma_mu_cold = g**2 / (0.0 - level - boson)
print(f"Temperature: {temp:.0f} K")
print(f"Thermal energy kT: {kt:.5f} eV")
print(f"Level energy from mu: {level:.2f} eV")
print(f"Boson energy: {boson:.2f} eV")
print(f"Coupling g: {g:.2f} eV")
print(f"Bare exchange integral v: {v:.2f} eV")
print(f"Fermi factor f: {f:.5f} (no unit)")
print(f"Bose factor nB: {nb:.5f} (no unit)")
print(f"Electron loss by emission, (1-f)(1+nB): {loss_emit:.5f} (no unit)")
print(f"Hole filling by absorption, f nB: {fill_absorb:.5f} (no unit)")
print(f"Electron loss by absorption, (1-f)nB: {loss_absorb:.5f} (no unit)")
print(f"Hole filling by emission, f(1+nB): {fill_emit:.5f} (no unit)")
print(f"Upper weight 1+nB-f: {1 + nb - f:.5f} (no unit)")
print(f"Lower weight nB+f: {nb + f:.5f} (no unit)")
print(f"Total weight 1+2nB: {1 + 2 * nb:.5f} (no unit)")
print(f"Filling/loss ratio, upper pole: {ratio_upper:.5f} (no unit)")
print(f"Filling/loss ratio, lower pole: {ratio_lower:.5f} (no unit)")
print(f"Upper pole position: {level + boson:.2f} eV")
print(f"Lower pole position: {level - boson:.2f} eV")
print(f"Upper pole strength: {res_upper:.6f} eV^2")
print(f"Lower pole strength: {res_lower:.6f} eV^2")
print(f"First fermion frequency omega_0: {omega0:.5f} eV")
print(f"Sigma_c(i omega_0), explicit sum: {sum_first:.7f} eV")
print(f"Sigma_c(i omega_0), formula: {formula_first:.7f} eV")
print(f"Sigma_c(i omega_0), time integral: {time_road:.7f} eV")
print(f"Largest sum-formula difference, all cases: {worst:.1e} eV")
print(f"First level of the exact two-level model: {first:.2f} eV")
print(f"Exact two-level Sigma(i omega_0), full g: {exact_full:.7f} eV")
print(f"Exchange Sigma_x = -v f: {-v * f:.5f} eV")
print(f"Sum of G without convergence factor: {plain_sum:.5f} (no unit)")
print(f"Sigma_c at mu, 1500 K: {sigma_mu:.6f} eV")
print(f"Sigma_c at mu, 1500 K: {sigma_mu / HARTREE:.7f} hartree")
print(f"Sigma_c at mu, zero temperature: {sigma_mu_cold:.6f} eV")
print(f"First nonzero boson frequency nu_1: {nu1:.5f} eV")
print(f"False residue at level + i nu_1: {false_res:.7f} eV^2")
print(f"Damping gamma: {gamma:.2f} eV")
print(f"Damped Sigma_c(i omega_0), explicit sum: {damped_sum:.7f} eV")
print(f"Damped Sigma_c(i omega_0), formula: {damped_formula:.7f} eV")
print(f"-Im Sigma at mu, 1500 K: {broadening(0.0, beta):.6f} eV")
print(f"-Im Sigma at mu, 300 K: {broadening(0.0, cool):.6f} eV")
print(f"-Im Sigma at level, 1500 K: {broadening(level + 1e-6, beta):.6f} eV")
print(f"-Im Sigma at level, 300 K: {broadening(level + 1e-6, cool):.6f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 1500 K
Thermal energy kT: 0.12926 eV
Level energy from mu: 0.10 eV
Boson energy: 0.25 eV
Coupling g: 0.10 eV
Bare exchange integral v: 0.50 eV
Fermi factor f: 0.31569 (no unit)
Bose factor nB: 0.16898 (no unit)
Electron loss by emission, (1-f)(1+nB): 0.79994 (no unit)
Hole filling by absorption, f nB: 0.05335 (no unit)
Electron loss by absorption, (1-f)nB: 0.11564 (no unit)
Hole filling by emission, f(1+nB): 0.36904 (no unit)
Upper weight 1+nB-f: 0.85329 (no unit)
Lower weight nB+f: 0.48468 (no unit)
Total weight 1+2nB: 1.33797 (no unit)
Filling/loss ratio, upper pole: 0.06669 (no unit)
Filling/loss ratio, lower pole: 3.19137 (no unit)
Upper pole position: 0.35 eV
Lower pole position: -0.15 eV
Upper pole strength: 0.008533 eV^2
Lower pole strength: 0.004847 eV^2
First fermion frequency omega_0: 0.40608 eV
Sigma_c(i omega_0), explicit sum: -0.0065120-0.0225589j eV
Sigma_c(i omega_0), formula: -0.0065120-0.0225589j eV
Sigma_c(i omega_0), time integral: -0.0065120-0.0225589j eV
Largest sum-formula difference, all cases: 2.3e-15 eV
First level of the exact two-level model: -0.07 eV
Exact two-level Sigma(i omega_0), full g: -0.0073941-0.0269976j eV
Exchange Sigma_x = -v f: -0.15785 eV
Sum of G without convergence factor: -0.18431 (no unit)
Sigma_c at mu, 1500 K: 0.007932 eV
Sigma_c at mu, 1500 K: 0.0002915 hartree
Sigma_c at mu, zero temperature: -0.028571 eV
First nonzero boson frequency nu_1: 0.81216 eV
False residue at level + i nu_1: 0.0008950 eV^2
Damping gamma: 0.10 eV
Damped Sigma_c(i omega_0), explicit sum: -0.0064527-0.0227004j eV
Damped Sigma_c(i omega_0), formula: -0.0064527-0.0227004j eV
-Im Sigma at mu, 1500 K: 0.020519 eV
-Im Sigma at mu, 300 K: 0.000732 eV
-Im Sigma at level, 1500 K: 0.016545 eV
-Im Sigma at level, 300 K: 0.003309 eV
ALL CHECKS PASSED
```
